# Expected Wall Collisions in a Feature from an Absorbing Markov Chain

## One patch

A precursor molecule enters a cavity through a flat mouth of area $A_0$. Treat the whole interior wall, of area $A$, as one patch. At each collision the molecule adsorbs irreversibly with probability $s$; otherwise it is re-emitted, and it then leaves through the mouth with probability $g$ or strikes the wall again with probability $1-g$. After any collision, another one follows with probability

$$q=(1-s)(1-g).$$

The first collision is certain, since a flat mouth cannot be hit from itself. The $k$-th later collision occurs with probability $q^k$, so the expected number of collisions is

$$n=1+q+q^2+\dots=\frac{1}{1-q},\qquad q<1 .$$

If the wall emits uniformly with the cosine law, then $g=A_0/A$, as the reciprocity relation below shows. Without sticking, $q=1-A_0/A$ and $n=A/A_0$. If every collision adsorbs, $q=0$ and $n=1$. If there is neither sticking nor a mouth, $q=1$ and the sum diverges: the molecule collides forever.

With many patches, the number $q$ becomes a matrix $Q$, and $1/(1-q)$ becomes $(I-Q)^{-1}$.

## The chain

Divide the wall into patches $i=1,\dots,M$ with areas $A_i$ and sticking probabilities $s_i$. The following is assumed.

- Molecules fly freely between walls, without gas-phase collisions.
- They enter uniformly over the mouth with the cosine law, and re-emission follows the cosine law without memory of the incoming direction.
- There is no surface diffusion. A molecule that binds temporarily and desorbs from the same place counts as re-emitted; $s_i$ refers to irreversible adsorption.
- The $s_i$ do not change during one molecule's stay.
- A molecule that leaves and later returns counts as a new one.

Let $F_{ij}$ be the probability that a molecule re-emitted from patch $i$ next strikes patch $j$, and $F_{i0}$ that it leaves through the mouth. Then $\sum_jF_{ij}+F_{i0}=1$. The states of the chain are collisions. From a collision at $i$, three kinds of event are possible: adsorption, with probability $s_i$; escape, with probability $(1-s_i)F_{i0}$; and a next collision at $j$, with probability

$$Q_{ij}=(1-s_i)F_{ij}.$$

They sum to $s_i+(1-s_i)=1$. Using one matrix for all collisions also assumes that molecules leave each patch uniformly over its area, because $F_{ij}$ is an average over patch $i$. This error of discretization shrinks as the patches do.

Let $N_{ij}$ be the expected number of collisions with $j$, the present one included, for a molecule now striking $i$. Let $p_j$ be the probability that an entering molecule strikes $j$ first, and $n_j$ its expected number of collisions with $j$. With $n$ and $p$ as row vectors, the result is

$$\boxed{N=(I-Q)^{-1},\qquad n=pN.}$$

It requires that from every patch some sequence of possible events leads to adsorption or escape.

## First derivation: summing over collision number

The probability that a molecule now striking $i$ strikes $j$ two collisions later is $\sum_kQ_{ik}Q_{kj}=(Q^2)_{ij}$, because the second step does not depend on how $k$ was reached. Repeating the argument, the probability that the $k$-th later collision exists and is at $j$ is $(Q^k)_{ij}$.

Let $X_k$ be 1 if that collision is at $j$, and 0 otherwise. The number of collisions with $j$ is $\sum_kX_k$, and the expectation of each $X_k$ is its probability. All terms are non-negative, so expectation and sum may be exchanged:

$$N=\sum_{k=0}^{\infty}Q^k,\qquad Q^0=I .$$

The term $Q^0$ counts the present collision.

The series converges for the following reason. There are finitely many patches, and absorption can be reached from each. Hence there are a number $m$ and an $\varepsilon>0$ such that, from any patch, the molecule is absorbed within $m$ steps with probability at least $\varepsilon$. The row sums of $Q^m$ are survival probabilities, so they are at most $1-\varepsilon$, and those of $Q^{km}$ are at most $(1-\varepsilon)^k$. The terms therefore fall at least geometrically. Multiplying a partial sum by $I-Q$ cancels all intermediate powers:

$$(I-Q)\sum_{k=0}^{K}Q^k=I-Q^{K+1}\longrightarrow I .$$

The sum is thus the inverse of $I-Q$. Averaging over the first patch gives $n_j=\sum_ip_iN_{ij}$.

## Second derivation: balancing arrivals

Follow one entering molecule to its end. Let $V_j$ be its number of collisions with $j$, let $B_j$ be 1 if its first collision is at $j$ and 0 otherwise, and let $T_{ij}$ be the number of its flights from $i$ to $j$. Every collision with $j$ is either the first collision of all or the end of a flight from some patch:

$$V_j=B_j+\sum_iT_{ij}.$$

This is an identity for each history. Take expectations, with $E[V_j]=n_j$ assumed finite and $E[B_j]=p_j$. If a fraction $Q_{ij}$ of all collisions with $i$ is followed by a collision with $j$, then $E[T_{ij}]=n_iQ_{ij}$, and

$$n_j=p_j+\sum_in_iQ_{ij},\qquad\text{or}\qquad n(I-Q)=p .$$

Where $I-Q$ is invertible, $n=p(I-Q)^{-1}$. To obtain $N$, start the molecule with a collision at $i$. Then $p$ is the $i$-th unit vector, and $n$ is the $i$-th row of $(I-Q)^{-1}$.

The balance also accounts for every molecule. Adsorption on $j$ has probability $s_jn_j$, because a molecule adsorbs at most once and each collision with $j$ contributes $s_j$. Similarly, the escape probability is

$$P_{\rm esc}=\sum_in_i(1-s_i)F_{i0}.$$

Summing the balance over $j$, with $\sum_jQ_{ij}=(1-s_i)(1-F_{i0})$ and $\sum_jp_j=1$, gives

$$\sum_jn_j=1+\sum_in_i(1-s_i)-P_{\rm esc}
\quad\Longrightarrow\quad \sum_js_jn_j+P_{\rm esc}=1 .$$

## What each derivation assumes

The first derivation uses the absence of memory when it multiplies transition probabilities. In return it proves that the expectations are finite, and it gives the probability of each collision in the sequence.

The second uses less about the history. It needs the correct fraction of flights from $i$ to $j$, averaged over all collisions with $i$, even if individual molecules have memory. But it takes finiteness as given, and it determines the mean alone.

A one-patch example without a mouth shows the difference. Half the molecules adsorb at their first collision; the other half adsorb with probability $1/2$ at each collision. The mean numbers of collisions are 1 and 2, so the overall mean is $3/2$. The mean number of flights back to the wall is $1/2$, and the average fraction is $q=(1/2)/(3/2)=1/3$. The balance gives $1/(1-q)=3/2$, which is correct.

A memoryless chain with this $q$ would have $E[V^2]=(1+q)/(1-q)^2=3$. The same formula applied to each half of the real population gives 1 for $q=0$ and 6 for $q=1/2$, with average $7/2$. The mean survives the memory; the fluctuation does not.

The fraction must, however, be averaged over all collisions. At the first collision it is $\tfrac12\cdot0+\tfrac12\cdot\tfrac12=\tfrac14$, which would give the wrong mean $4/3$. Finite patches raise the same issue: where a molecule lands inside a patch carries some memory of where it came from, and the geometric $F_{ij}$ is the correct average if the emission is uniform over the patch.

## Local flux and escape

With the cosine law, a molecule leaves into solid angle $d\Omega$ with probability $\cos\theta\,d\Omega/\pi$. A surface element $dA'$ at distance $d$ fills $d\Omega=\cos\theta'\,dA'/d^2$. The exchange area of two mutually visible surfaces is therefore

$$A_iF_{ij}=\iint\frac{\cos\theta\cos\theta'}{\pi d^2}\,dA\,dA'=A_jF_{ji},$$

because the integrand is symmetric. Blocked lines of sight are left out from both sides and do not spoil the symmetry. Likewise $A_0p_j=A_jF_{j0}$. For a single patch, $p=1$ and $g=A_0/A$, as used at the start.

The flux on patch $j$ relative to the flux through the mouth is

$$\phi_j=\frac{n_j/A_j}{1/A_0}=\frac{n_jA_0}{A_j}.$$

Multiply the balance for $n_j$ by $A_0/A_j$ and insert $n_i=\phi_iA_i/A_0$:

$$\phi_j=\frac{A_0p_j}{A_j}+\sum_i\phi_i(1-s_i)\frac{A_iF_{ij}}{A_j}
=F_{j0}+\sum_iF_{ji}(1-s_i)\phi_i .$$

Now let $g_j$ be the probability that a molecule launched from $j$ eventually escapes. It escapes at once with probability $F_{j0}$; otherwise it strikes some $i$, survives with probability $1-s_i$, and is launched again from there. Thus $g_j$ obeys the same equation. Its matrix is $I-FR$, where $R$ is diagonal with entries $1-s_i$. Since $FR$ and $RF=Q$ have the same eigenvalues, $I-FR$ is invertible too, the solution is unique, and

$$\phi_j=g_j .$$

The relative flux on a patch equals the escape probability of a molecule launched from it. It therefore cannot exceed one under these assumptions.

Without sticking, $\phi_j=1$ solves the equation, because $F_{j0}+\sum_iF_{ji}=1$. Then $n_j=A_j/A_0$, whatever the shape of the cavity and the size of the patches. For a small uniform $s$, the adsorption probability $s\sum_jn_j$ is $sA/A_0$ to first order in $s$. The first-order term suffices only while molecules deep inside still escape with probability near one, which is stricter than $sA/A_0\ll1$. For the hole treated below, with $A/A_0=41$, it gives 0.041 against the full value 0.036 at $s=10^{-3}$, and 0.41 against 0.19 at $s=10^{-2}$. At the opposite limit, $s_i=1$ everywhere, $Q=0$ and $n=p$: the deposit follows the first flights.

## Fluctuations and reaching a zone

The memoryless chain also gives second moments. In $E[V_aV_b]$, consider pairs of one collision with $a$ and one with $b$. Pairs with $a$ first contribute $n_a(N-I)_{ab}$, where $-I$ removes the present collision. Pairs with $b$ first contribute $n_b(N-I)_{ba}$. A collision paired with itself contributes $\delta_{ab}n_a$. The sum is

$$E[V_aV_b]=n_aN_{ab}+n_bN_{ba}-\delta_{ab}n_a .$$

For a zone $Z$ made of several patches, summation over both indices gives

$$E[V_Z^2]=2\sum_{a,b\in Z}n_aN_{ab}-n_Z .$$

The probability $h_Z$ of ever reaching $Z$ follows from a second solution with $s=1$ on $Z$. The path up to the first arrival is unchanged, and no second arrival is possible, so the expected number of collisions with $Z$ in the altered chain is $h_Z$.

## View factors of a cylindrical hole

A blind hole of radius $R$ needs one geometric formula: the exchange area $E$ of two coaxial discs with radii $r,r'$ at distance $h$. Both rims lie on one sphere, of radius $\rho$. For two points on a sphere, the chord makes the same angle with both normals, with $\cos\theta=d/(2\rho)$, so the integrand of the exchange area is the constant $1/(4\pi\rho^2)$.

Every ray between the discs, extended both ways, joins the two spherical caps behind them, and every chord between those caps crosses both discs. Since $\cos\theta\,dA\,d\Omega$ is the same wherever a bundle of rays is cut, discs and caps have equal exchange areas. With cap heights $c,c'$ and cap areas $2\pi\rho c,\,2\pi\rho c'$,

$$E=\frac{(2\pi\rho c)(2\pi\rho c')}{4\pi\rho^2}=\pi cc'.$$

Let $x,x'$ be the signed distances of the discs from the centre, so that $x+x'=h$, $c=\rho-x$, $c'=\rho-x'$, $r^2=\rho^2-x^2$ and $r'^2=\rho^2-x'^2$. Define $P=(\rho-x)(\rho-x')$ and $P'=(\rho+x)(\rho+x')$. Then $PP'=r^2r'^2$, and

$$P+P'=2\rho^2+2xx'=h^2+r^2+r'^2,$$

where the last step uses $h^2=x^2+x'^2+2xx'=2\rho^2-r^2-r'^2+2xx'$. So $P$ and $P'$ are the roots of a quadratic equation. Since $P'-P=2\rho h>0$, $P$ is the smaller one:

$$E=\frac{\pi}{2}\left[h^2+r^2+r'^2-\sqrt{(h^2+r^2+r'^2)^2-4r^2r'^2}\right].$$

Write $e(h)$ for $r=r'=R$. Rays from a cross-section at depth $c$ to a wall ring at depths $a<b\le c$ are those that reach section $b$ but not section $a$, with exchange area $e(c-b)-e(c-a)$. Those that start from a ring between $c$ and $d$ follow by subtracting the same expression at $d$:

$$A_iF_{ij}=e(c-b)-e(c-a)-e(d-b)+e(d-a).$$

A ring loses $\pi R^2-e(b-a)$ through each of its two ends, so its exchange with itself is $A_i-2[\pi R^2-e(b-a)]$. Its exchange with the mouth is $e(a)-e(b)$. Annuli of the floor are treated by the same subtraction, with $r'$ the radius of an annulus edge.

## A half-saturated hole

Take a hole of diameter 100 nm and depth 1000 nm during a coating half-cycle. The upper half is saturated, $s=0$; the lower half and the floor are fresh, $s=0.1$. These are model parameters, and the sharp boundary is an idealization. If the sticking probability starts at 0.1 and falls in proportion to the free sites, the coverage declines gradually over most of the depth instead of in a step. The mouth area is $\pi(50)^2=7854\ \mathrm{nm^2}$, and a wall band 100 nm high has $31416\ \mathrm{nm^2}$, four times as much.

For the top band, $h=100$ nm and $r=r'=50$ nm give

$$\frac{e(100)}{A_0}=\frac{15000-\sqrt{15000^2-5000^2}}{5000}=0.1716,$$

so a fraction $1-0.1716=0.8284$ of the entering molecules strike this band first. The chain, with 400 rings and 20 floor annuli, gives the following values per entering molecule.

| Zone (nm) | First hits | All hits | $\phi$ |
|---|---|---|---|
| 0–100 | 0.8284 | 3.416 | 0.854 |
| 400–500 | 0.0054 | 1.207 | 0.302 |
| 500–600 | 0.0030 | 0.691 | 0.173 |
| 900–1000 | 0.0006 | 0.126 | 0.031 |
| Floor | 0.0025 | 0.036 | 0.036 |

In the top band, $\phi=3.416/4=0.854$. It is below one although this band does not adsorb, because some molecules launched from it are lost deeper down. In the band at 500–600 nm, 0.0030 first hits grow to 0.691 hits in all: nearly every arrival there follows earlier collisions. The adsorption probability in that band is $0.1\times0.691=0.069$. Over the whole hole it is 0.163, and the escape probability is 0.837.

The total is 13.2 expected collisions. Without sticking it would be the area ratio $10\times4+1=41$; continuous ray tracing gave $41.1\pm0.4$.

The floor receives a larger flux than the band just above it, 0.0363 against 0.0315. Direct flights from the mouth contribute 0.0025 on the floor and $0.00058/4=0.0001$ on the band. They account for about half of the difference of 0.0048; the rest arrives after earlier collisions. Read through $\phi_j=g_j$, the floor is the better place from which to escape.

The mean of 0.036 floor hits hides a rare event. A molecule reaches the floor with probability 0.0199, and if it does, it strikes it $0.03627/0.01991=1.82$ times on average. The standard deviation of the number of floor hits is 0.31, more than eight times the mean.

The largest eigenvalue of $Q$ is 0.953. In the slowest mode, survival thus falls by this factor per collision, with a scale of $1/(1-0.953)\approx21$ collisions. If the mouth is sealed and nothing sticks, the eigenvalue is 1 and $N$ does not exist. Sticking of 0.1 on the floor alone lowers it to 0.998 and restores $N$.

## Accuracy and range of validity

Ray tracing with continuous positions, which uses neither patches nor view factors, tests the chain. The zone means and second moments agree within two standard errors. Molecules launched from the band at 600–700 nm escaped with frequency 0.0970, against $\phi=0.0971$; from the floor the values are 0.0357 and 0.0363, within the statistical tolerance of the test.

With 100, 200 and 400 rings, the escape probability is 0.836745, 0.837021 and 0.837091. The successive changes have the ratio 4.0, as expected for an error proportional to the square of the patch size. If this continues, the remaining error is about a third of the last change, or $2\times10^{-5}$ in absolute terms.

Frozen sticking limits the dose that one solution can describe. If each adsorbed molecule occupies one site and the site density is $\sigma=4\ \mathrm{nm^{-2}}$, then $K$ entering molecules change the coverage of a patch by

$$\Delta\theta=\frac{K\,s_j\,\phi_j}{\sigma A_0}.$$

On the most exposed reactive patch, the ring just below 500 nm, $\Delta\theta=0.01$ is reached after about 13,700 molecules with 400 rings. This value shifts in proportion to the ring height and tends to about 13,600 as the rings shrink. For larger doses the $s_j$ must be updated and the linear system solved again.

The formula does not apply unchanged when molecules collide in the gas inside the feature or migrate along the wall. Such processes need additional states or different transition probabilities. If the enlarged process is again memoryless and absorption remains reachable, both derivations carry over to its matrix $Q$. The numerical output lists all zones and comparisons.

## Values computed for the example and the checks

```
hole diameter 100 nm, depth 1000 nm
mouth area 7854.0 nm^2; wall band area 31415.9 nm^2
sticking: upper half 0.0, lower half and floor 0.1
mesh: 400 rings, 20 floor annuli
Per entering molecule (dimensionless); last two columns: ray tracing
zone(nm)  first-hit  mean-hits  rel-flux  std-dev  adsorbed  ray  err
0-100     0.828427 3.41607 0.85402 3.3507 0.000000 3.41884 0.00530
100-200   0.115845 2.84904 0.71226 4.8984 0.000000 2.85535 0.00773
200-300   0.029394 2.30305 0.57576 5.0585 0.000000 2.30984 0.00800
300-400   0.011179 1.76036 0.44009 4.5465 0.000000 1.76865 0.00723
400-500   0.005350 1.20736 0.30184 3.5206 0.000000 1.20952 0.00558
500-600   0.002955 0.69128 0.17282 2.1591 0.069128 0.69040 0.00342
600-700   0.001799 0.38840 0.09710 1.5121 0.038840 0.38792 0.00239
700-800   0.001175 0.23267 0.05817 1.1669 0.023267 0.23274 0.00185
800-900   0.000809 0.15451 0.03863 0.9827 0.015451 0.15522 0.00156
900-1000  0.000580 0.12596 0.03149 0.9858 0.012596 0.12817 0.00157
floor     0.002488 0.03627 0.03627 0.3077 0.003627 0.03721 0.00050
total expected collisions: 13.1650
escape probability: 0.837091; ray tracing 0.837492
total adsorption probability: 0.162909
probability of ever reaching floor: 0.019911; ray tracing 0.020262
mean floor hits if floor is reached: 1.8215
spectral radius of Q: 0.953446
sealed cavity, no sticking, spectral radius: 1.00000000
sealed cavity, floor sticking 0.1, radius: 0.998077
escape probability for 100, 200, 400 rings: 0.83674451, 0.83702130, 0.83709056
ratio of successive mesh changes: 3.996
escape after launch from 600-700 nm band: 0.09698
escape after launch from floor: 0.03567
later collisions after floor launch: chain 11.1596, ray tracing 11.1661
no sticking, total collisions: chain 41.0000, ray tracing 41.129 +/- 0.399
largest deviation, zone means: 1.89 standard errors
largest deviation, second moments: 1.72 standard errors
largest deviation, floor row of N: 2.05 standard errors
ray-traced entering molecules: 400000
site density 4.0 nm^-2, coverage step 0.01
entering molecules for that coverage step: 13710
```
